# The hydrogen chemical potential at a surface from molecular partition functions

## Form of the answer

Take a dilute gas of structureless particles of mass \(M\) at temperature \(T\) and pressure \(p\). Its intensive state can depend only on \(M\), \(kT\), \(p\) and Planck's constant \(h\). These four quantities involve three mechanical dimensions, so they form one independent dimensionless group. With the thermal wavelength

\[
\Lambda=\frac{h}{\sqrt{2\pi MkT}},
\]

that group can be written \(p\Lambda^3/(kT)\): the number of particles in a volume \(\Lambda^3\). The chemical potential must therefore be \(kT\) times a function of this group.

Thermodynamics fixes the function up to a constant. At constant temperature \((\partial\mu/\partial p)_T=V/N\), and the ideal gas has \(V/N=kT/p\). Hence

\[
\mu=kT\left[\ln\frac{p\Lambda^3}{kT}+C\right].
\]

Statistical mechanics must supply \(C\), and internal motion adds a function of temperature alone.

Counting fixes one more feature. A gas of \(N\) hydrogen molecules contains \(N_{\mathrm H}=2N\) atoms. The same free-energy change is \(\mu_{\mathrm{H_2}}\,dN=\mu_{\mathrm H}\,dN_{\mathrm H}\), so \(\mu_{\mathrm H}=\mu_{\mathrm{H_2}}/2\). The half multiplies every term of the molecular chemical potential, not the electronic energy alone.

## Assumptions and theorem

1. The surface exchanges hydrogen with \(\mathrm{H_2}\) gas of partial pressure \(p\), and the exchange is in equilibrium.
2. The gas is ideal and dilute, \(p\Lambda^3/(kT)\ll1\), with \(M\) the mass of \(\mathrm{H_2}\).
3. The molecule stays in its nondegenerate electronic ground state. \(E_{\mathrm{el}}\) is the energy at the minimum of its potential curve, without zero-point energy.
4. The nuclei move as a rigid rotor with levels \(BJ(J+1)\) and an independent harmonic oscillator with quantum \(\hbar\omega\).
5. Rotational states with even and odd \(J\) are in equilibrium with each other. Nuclear-spin factors are divided out of both gas and surface, as Lemma 5 justifies.

**Theorem.** Under these assumptions,

\[
\begin{aligned}
\mu_{\mathrm H}(T,p)=\frac12\Big\{&E_{\mathrm{el}}+\frac{\hbar\omega}{2}
+kT\ln\frac{p\Lambda^3}{kT}\\
&-kT\ln z_{\mathrm{rot}}
+kT\ln\!\left(1-e^{-\hbar\omega/kT}\right)\Big\},
\end{aligned}
\tag{1}
\]

\[
z_{\mathrm{rot}}=\frac14\sum_{J\ \mathrm{even}}(2J+1)e^{-BJ(J+1)/kT}
+\frac34\sum_{J\ \mathrm{odd}}(2J+1)e^{-BJ(J+1)/kT}.
\tag{2}
\]

For a reference pressure \(p_0\) it follows that

\[
\mu_{\mathrm H}(T,p)=\mu_{\mathrm H}(T,p_0)+\frac{kT}{2}\ln\frac{p}{p_0}.
\tag{3}
\]

## Lemma 1: exchange with the surface

**Statement.** Equilibrium requires \(2\mu_{\mathrm H}=\mu_{\mathrm{H_2}}\).

**Proof.** Let the surface hold \(n\) hydrogen atoms and the gas \(N\) molecules, at fixed temperature and volume. The total free energy is \(F_{\mathrm s}(n)+F_{\mathrm g}(N)\). Conservation of atoms fixes \(n+2N\), so \(dn=-2\,dN\). At the minimum,

\[
0=\mu_{\mathrm H}\,dn+\mu_{\mathrm{H_2}}\,dN
=(-2\mu_{\mathrm H}+\mu_{\mathrm{H_2}})\,dN .
\]

Since \(dN\) is arbitrary, the bracket vanishes. ∎

## Lemma 2: one molecule determines the gas

**Statement.** If \(q\) is the partition function of one molecule in the volume \(V\), then \(\mu_{\mathrm{H_2}}=-kT\ln(q/N)\).

**Proof.** In a dilute gas two molecules rarely compete for the same state. Independent molecules would give \(q^N\); this counts each set of occupied states \(N!\) times, because the molecules are identical. Thus \(Q=q^N/N!\). With Stirling's formula \(\ln N!\simeq N\ln N-N\),

\[
F=-kT\ln Q=-kT\,(N\ln q-N\ln N+N).
\]

At fixed \(T\) and \(V\), \(q\) does not depend on \(N\). Therefore

\[
\mu_{\mathrm{H_2}}=\left(\frac{\partial F}{\partial N}\right)_{T,V}
=-kT(\ln q-\ln N-1+1)=-kT\ln\frac qN.
\]
∎

By assumptions 3 and 4 the molecular energy is a sum of independent parts, so its Boltzmann factor is a product:

\[
q=e^{-E_{\mathrm{el}}/kT}\,z_{\mathrm{tr}}\,z_{\mathrm{rot}}\,z_{\mathrm{vib}}.
\tag{4}
\]

## Lemma 3: translation carries the pressure

**Statement.** For a box much larger than \(\Lambda\), \(z_{\mathrm{tr}}=V/\Lambda^3\) and \(z_{\mathrm{tr}}/N=kT/(p\Lambda^3)\).

**Proof.** Along one edge of a cubic box of side \(L\), the levels are \(n^2h^2/(8ML^2)\), with \(n=1,2,\ldots\). The one-dimensional sum is

\[
S=\sum_{n=1}^{\infty}e^{-an^2},\qquad
a=\frac{h^2}{8ML^2kT}=\frac{\pi}{4}\frac{\Lambda^2}{L^2},
\]

where \(h^2/(MkT)=2\pi\Lambda^2\) was used. The summand decreases with \(n\), so \(S\) lies between the integrals of \(e^{-an^2}\) from 1 and from 0 to infinity. These differ by less than 1. The larger is

\[
\int_0^\infty e^{-an^2}dn=\frac12\sqrt{\frac{\pi}{a}}=\frac L\Lambda .
\]

Hence \(L/\Lambda-1<S<L/\Lambda\), and the relative error of replacing \(S\) by \(L/\Lambda\) is below \(\Lambda/L\). Three directions give \(z_{\mathrm{tr}}=L^3/\Lambda^3=V/\Lambda^3\). Division by \(N\) and use of \(V/N=kT/p\) complete the proof. ∎

The constant \(C\) of the opening argument is therefore zero. Pressure enters here alone, since the internal levels of an isolated molecule do not depend on the volume.

## Lemma 4: rotation and vibration

**Statement.** The rotational sum is (2). For \(kT\gg B\),

\[
z_{\mathrm{rot}}=\frac{kT}{2B}+\frac16+O\!\left(\frac{B}{kT}\right),
\tag{5}
\]

and the vibrational sum is

\[
z_{\mathrm{vib}}=\frac{e^{-\hbar\omega/2kT}}{1-e^{-\hbar\omega/kT}}.
\tag{6}
\]

**Proof.** Protons are fermions, so the molecular state changes sign when they are exchanged. The electronic ground state and the vibrational states are even under this exchange; the rotational state acquires \((-1)^J\). Even \(J\) thus needs the antisymmetric spin singlet, with one state, and odd \(J\) the symmetric triplet, with three. Dividing the weights 1 and 3 by the total number of spin states, 4, gives (2).

For the limit, put \(x=B/kT\) and \(f(J)=(2J+1)e^{-xJ(J+1)}\). The Euler–Maclaurin formula reads

\[
\sum_{m=0}^{\infty}g(m)=\int_0^\infty g\,dm+\frac{g(0)}2-\frac{g'(0)}{12}+\cdots .
\]

The omitted endpoint terms contain third and higher derivatives, which are \(O(x)\) here because \(f\) is linear in \(J\) at \(x=0\). Since \(f=-x^{-1}\,d\,e^{-xJ(J+1)}/dJ\), the integrals are elementary. For even \(J\), \(g(m)=f(2m)\) has integral \(1/(2x)\), \(g(0)=1\) and \(g'(0)=4+O(x)\):

\[
\sum_{\mathrm{even}}f=\frac1{2x}+\frac12-\frac13+O(x)=\frac1{2x}+\frac16+O(x).
\]

For odd \(J\), \(g(m)=f(2m+1)\) has integral \(e^{-2x}/(2x)=1/(2x)-1+O(x)\), \(g(0)=3+O(x)\) and \(g'(0)=4+O(x)\):

\[
\sum_{\mathrm{odd}}f=\frac1{2x}-1+\frac32-\frac13+O(x)=\frac1{2x}+\frac16+O(x).
\]

The weights \(1/4\) and \(3/4\) add to one, which gives (5).

The oscillator levels are \(\hbar\omega(v+\tfrac12)\), with \(v=0,1,\ldots\). Their Boltzmann factors form a geometric series with first term \(e^{-\hbar\omega/2kT}\) and ratio \(e^{-\hbar\omega/kT}<1\), whose sum is (6). ∎

The factor 2 in \(kT/(2B)\) is the symmetry number of the molecule, and it has come from the spin weights. Taking the logarithm of (5),

\[
-\frac{kT}{2}\ln z_{\mathrm{rot}}
=-\frac{kT}{2}\ln\frac{kT}{2B}-\frac B6+O\!\left(\frac{B^2}{kT}\right).
\]

The classical rotor thus places \(\mu_{\mathrm H}\) too high by \(B/6\) to leading order. In the opposite limit, \(kT\ll B\), only \(J=0\) survives and \(z_{\mathrm{rot}}\to1/4\). This value below one reflects the convention of dividing by four spin states when only one is occupied.

## Lemma 5: nuclear spin cancels

**Statement.** If each adsorbed proton has two equally available spin states, dividing out 2 per adsorbed H and 4 per \(\mathrm{H_2}\) leaves the equilibrium unchanged.

**Proof.** A configuration with \(n\) adsorbed atoms and \(N\) molecules loses the factor \(2^n4^N=2^{n+2N}\). The exponent is the conserved number of atoms, so every configuration loses the same factor and all probabilities are unchanged. ∎

If the factor 4 were kept in the gas and the factor 2 left out at the surface, \(\mu_{\mathrm H}\) would shift by \(-\tfrac12kT\ln4=-kT\ln2\) with no compensation.

## Proof of the theorem

Insert (4) into Lemma 2:

\[
\mu_{\mathrm{H_2}}=E_{\mathrm{el}}-kT\ln\frac{z_{\mathrm{tr}}}{N}
-kT\ln z_{\mathrm{rot}}-kT\ln z_{\mathrm{vib}}.
\]

Lemma 3 turns the second term into \(+kT\ln[p\Lambda^3/(kT)]\); the sign changes because the argument is inverted. Equation (6) gives

\[
-kT\ln z_{\mathrm{vib}}=\frac{\hbar\omega}{2}+kT\ln\!\left(1-e^{-\hbar\omega/kT}\right).
\]

Lemma 1 halves the whole sum, which is (1). Subtracting (1) at \(p_0\) from (1) at \(p\) leaves the difference of the translational logarithms, which is (3). ∎

**Corollary: temperature and pressure.** For a pure gas \(G=N\mu_{\mathrm{H_2}}\) and \(S=-(\partial G/\partial T)_{p,N}\). With \(s\) the entropy per molecule, without its nuclear-spin part \(k\ln4\),

\[
d\mu_{\mathrm H}=-\frac s2\,dT+\frac{kT}{2}\,d\ln p .
\]

Keeping \(\mu_{\mathrm H}\) fixed while the gas is heated therefore requires \(d\ln p/dT=s/(kT)\).

## Remark 1: use in surface energies

Surface calculations conveniently use \(\Delta\mu_{\mathrm H}=\mu_{\mathrm H}-E_{\mathrm{el}}/2\). Let a slab with \(n\) adsorbed atoms have electronic energy \(E_n\), and let \(\Delta F_{\mathrm{vib}}\) be the change in its vibrational free energy on adsorption. Neglecting the work of volume change of the solid, and for one fixed arrangement of the atoms, the free energy of forming the covered surface from the clean one is

\[
\Delta G=E_n-E_0-\frac n2E_{\mathrm{el}}+\Delta F_{\mathrm{vib}}-n\,\Delta\mu_{\mathrm H}.
\]

If \(E_{\mathrm{el}}\) came from a method that differs by \(\delta\) from the one used for the slabs, \(\Delta G\) would acquire a spurious \(-n\delta/2\), growing with coverage. All three electronic energies must come from one method. Similarly, \(\Delta\mu_{\mathrm H}\) as defined here contains the molecular zero-point energy, so \(\Delta F_{\mathrm{vib}}\) must contain that of the adsorbed atoms.

## Worked example: the gas

The \(\mathrm{H_2}\) potential curve was computed by full configuration interaction in the cc-pVTZ basis, at 34 internuclear distances, and interpolated by a fifth-degree spline. Its minimum lies at 0.743 Å, with \(E_{\mathrm{el}}=-31.901\) eV. The curvature there gives \(\hbar\omega=0.547\) eV, and the bond length gives \(B=7.52\) meV. Full configuration interaction treats the correlation of the two electrons completely within this basis; basis-set error, relativistic effects and corrections to the Born–Oppenheimer approximation remain.

Take \(T=1000\) K and \(p=1000\) Pa. Then \(kT=0.08617\) eV, \(\Lambda=0.389\) Å and \(p\Lambda^3/(kT)=4.26\times10^{-9}\), so the gas is dilute in the sense of Lemma 2. The rotational sum is \(z_{\mathrm{rot}}=5.90\); the classical value is 5.73. The contributions per H are

- zero-point energy: \(\hbar\omega/4=0.137\) eV;
- translation: \(\tfrac12(0.08617)\ln(4.26\times10^{-9})=-0.830\) eV;
- rotation: \(-\tfrac12(0.08617)\ln5.90=-0.076\) eV;
- thermal vibration: \(-0.00008\) eV.

Carrying one more digit,

\[
\Delta\mu_{\mathrm H}=0.1367-0.8305-0.0765-0.0001\simeq-0.770\ \mathrm{eV},
\]

or \(-74.3\) kJ/mol. Before rounding to three decimals, \(\Delta\mu_{\mathrm H}=-0.7703\) eV and \(E_{\mathrm{el}}/2=-15.9505\) eV; their sum is \(\mu_{\mathrm H}=-16.721\) eV. Translation dominates because each molecule has a very large volume available, measured in units of \(\Lambda^3\). Thermal vibration is negligible because \(\hbar\omega/kT\simeq6.3\).

For other conditions equation (1) gives the following values, rounded to 0.01 eV:

| \(T\) (K) | \(\Delta\mu_{\mathrm H}\) at \(10^5\) Pa (eV) | at \(10^3\) Pa (eV) |
|---|---:|---:|
| 300 | −0.02 | −0.08 |
| 600 | −0.24 | −0.36 |
| 800 | −0.40 | −0.56 |
| 1000 | −0.57 | −0.77 |
| 1200 | −0.75 | −0.98 |

At 1000 K, one decade of pressure changes \(\mu_{\mathrm H}\) by \(\tfrac12kT\ln10=0.099\) eV. At 1000 K and 1000 Pa the temperature slope is \(-1.06\) meV/K. Heating by 10 K thus lowers \(\mu_{\mathrm H}\) by about 10.6 meV, and restoring it needs a pressure increase by a factor of about \(\exp(2\times0.0106/0.08617)\simeq1.28\).

## Remark 2: error of the rigid, harmonic molecule

Assumption 4 can be removed by solving the radial Schrödinger equation on the same potential curve for each \(J\) and summing over the resulting levels. This was done by diagonalization on a uniform grid of 120 points, for \(J\) from 0 to 24. Relative to that sum, (1) is too high by 1.8 meV per H at 300 K, 3.3 meV at 1000 K and 3.9 meV at 1200 K.

Part of this is the zero-point energy, 0.2734 eV per molecule in the harmonic model and 0.2705 eV on the full curve. Half the difference, taken before rounding, is about 1.4 meV per H at every temperature. The rest comes from the spacings above the lowest level, since factoring out that level leaves a sum that depends on spacings and degeneracies alone. For comparison, the classical-rotor error \(B/6\) is 1.3 meV.

## Remark 3: hydrogen coverage of a model surface

Consider independent sites, each empty or holding one H. Let \(f\) be the free energy of an adsorbed atom relative to \(E_{\mathrm{el}}/2\), including its vibrations but not the entropy of choosing sites. The two states of a site have weights 1 and \(e^{-(f-\Delta\mu_{\mathrm H})/kT}\), so the occupied fraction is

\[
\theta=\frac1{1+e^{(f-\Delta\mu_{\mathrm H})/kT}}.
\]

Half coverage requires \(\Delta\mu_{\mathrm H}=f\). Equation (3) then gives

\[
p_{1/2}=p_0\exp\!\left\{\frac{2[f-\Delta\mu_{\mathrm H}(T,p_0)]}{kT}\right\},
\qquad
\theta=\frac1{1+\sqrt{p_{1/2}/p}}.
\]

The square root expresses the supply of two atoms by each molecule. At low pressure \(\theta\simeq\sqrt{p/p_{1/2}}\); at high pressure the empty fraction is approximately \(\sqrt{p_{1/2}/p}\).

Choose \(f=-0.80\) eV at 1000 K as a round model parameter. With \(p_0=10^5\) Pa,

\[
p_{1/2}=10^5\exp\!\left[\frac{2(-0.80+0.5719)}{0.08617}\right]\mathrm{Pa}
\simeq5.0\times10^2\ \mathrm{Pa}.
\]

The coverage is 0.12 at 10 Pa, 0.59 at 1000 Pa and 0.93 at \(10^5\) Pa. Halving the electronic energy alone would double \(\Delta\mu_{\mathrm H}\) to \(-1.54\) eV and reduce the coverage at 1000 Pa to about \(2\times10^{-4}\). Keeping nuclear spin in the gas alone would shift \(\mu_{\mathrm H}\) by \(-0.060\) eV and give 0.41. Interactions between adsorbed atoms would make \(f\) depend on coverage, and this formula for \(\theta\) would no longer hold as written.

## Remark 4: where the theorem fails

At high density, molecular interactions invalidate \(V/N=kT/p\), and the logarithm of pressure must be replaced using the real equation of state. Cooling at fixed pressure also leads out of the regime, because attraction between the molecules condenses the gas. At atmospheric pressure this happens near 20 K, where \(p\Lambda^3/(kT)\) is still only about 0.007. The formal limit \(\Delta\mu_{\mathrm H}\to\hbar\omega/4\) as \(T\to0\) therefore does not describe a real gas.

Thermal dissociation sets another condition. An ideal gas of atoms with energy \(E_{\mathrm a}\), wavelength \(\Lambda_{\mathrm a}=\sqrt2\,\Lambda\) and two electron-spin states has \(\mu_{\mathrm H}=E_{\mathrm a}+kT\ln[p_{\mathrm a}\Lambda_{\mathrm a}^3/(2kT)]\), with nuclear spin again divided out. Solving for the atomic pressure,

\[
p_{\mathrm a}=\frac{2kT}{\Lambda_{\mathrm a}^3}
\exp\!\left(\frac{\mu_{\mathrm H}-E_{\mathrm a}}{kT}\right).
\]

In the same basis \(E_{\mathrm a}=-13.601\) eV. The exponent is \((-16.721+13.601)/0.08617\simeq-36.2\), and \(p_{\mathrm a}\simeq3\times10^{-5}\) Pa. This value depends exponentially on the depth of the potential well, \(2E_{\mathrm a}-E_{\mathrm{el}}\), which is 4.700 eV in this basis against 4.748 eV in the complete-basis limit. With the latter depth and the levels of the full curve from Remark 2, \(p_{\mathrm a}\) falls to about \(2.3\times10^{-5}\) Pa. Either way the atomic pressure is a few times \(10^{-8}\) of the molecular pressure, so the equilibrium gas is molecular to that accuracy. If a plasma or a hot filament supplies more atoms than this, atoms and molecules are not in mutual equilibrium. The molecular pressure alone then need not determine the hydrogen chemical potential at the surface, which depends on how fast the surface exchanges hydrogen with the atoms and with the molecules.
